# Chemical-potential limits of a stoichiometric silicide from tangent inequalities

A calculation of a silicon vacancy, or of a surface with more silicon than the bulk ratio, in a metal silicide needs a value for the silicon chemical potential. Removing one silicon atom to a reservoir adds that potential to the vacancy energy, so the width of the range allowed for the potential is also the spread of the reported vacancy energy. The decision is where to stop the scan. Stopping where the pure elements would precipitate is not enough: another silicide may form first. The limits below account for every phase in a supplied list.

## Energies and conventions

Let phase $j$ have silicon atomic fraction $x_j$ and total energy $E_j$ per atom. With $E_M$ and $E_{Si}$ the energies per atom of the solid metal and solid silicon, the formation energy per atom is

$$e_j=E_j-(1-x_j)E_M-x_jE_{Si}.$$

The metal has $x=0$, silicon has $x=1$, and both have $e=0$. For a compound $M_aSi_b$, $x=b/(a+b)$, and $e$ is the formation energy of the formula unit divided by $a+b$.

Let $u_M$ and $u_{Si}$ be the chemical potentials measured from the same two solids. The absolute potentials are then $E_M+u_M$ and $E_{Si}+u_{Si}$. Taking the atoms of phase $j$ from the reservoirs and forming the phase costs, per atom,

$$\omega_j=E_j-(1-x_j)(E_M+u_M)-x_j(E_{Si}+u_{Si})
=e_j-(1-x_j)u_M-x_ju_{Si}.$$

The phases are bulk solids of fixed composition, without surface, strain or defect energy. At finite temperature and fixed pressure the quantity to be minimised is the Gibbs free energy, so $e_j$ is replaced by the formation free energy $g_j$. The algebra is unchanged.

## The tangent inequality

Compound $i$, with $0<x_i<1$, is in equilibrium with the reservoirs when $\omega_i=0$. No competitor may form with a gain, so $\omega_j\geq0$ for every $j$:

$$(1-x_i)u_M+x_iu_{Si}=e_i,\qquad
(1-x_j)u_M+x_ju_{Si}\leq e_j.$$

The equality leaves one free variable. Choose $s=u_{Si}-u_M$. The equality becomes $u_M+x_is=e_i$, hence

$$u_M=e_i-x_is,\qquad u_{Si}=u_M+s=e_i+(1-x_i)s.$$

The left side of the inequality is $u_M+x_js$. Inserting $u_M$ gives

$$e_i+s(x_j-x_i)\leq e_j.$$

On a plot of $e$ against $x$, this is a straight line through compound $i$ that passes above no other phase. Its values at $x=0$ and $x=1$ are $u_M$ and $u_{Si}$. Changing the reservoir while keeping compound $i$ in equilibrium rotates the line about its point.

For $x_j>x_i$, division by $x_j-x_i$ keeps the direction of the inequality and bounds $s$ from above. For $x_j<x_i$ the divisor is negative, the direction reverses, and $s$ is bounded from below. Therefore

$$s_{lo}=\max_{x_j<x_i}\frac{e_i-e_j}{x_i-x_j},\qquad
s_{hi}=\min_{x_j>x_i}\frac{e_j-e_i}{x_j-x_i}.$$

A phase with $x_j=x_i$ gives no bound on $s$ but requires $e_i\leq e_j$. This polymorph condition must be applied separately. If it holds and $s_{lo}\leq s_{hi}$, the stability interval is

$$e_i+(1-x_i)s_{lo}\leq u_{Si}\leq e_i+(1-x_i)s_{hi}.$$

The metal potential runs the opposite way, from $e_i-x_is_{hi}$ to $e_i-x_is_{lo}$.

The elements are included in the maximum and minimum. Used alone, they require $u_{Si}\leq0$ and $u_M\leq0$. Since $(1-x_i)u_M=e_i-x_iu_{Si}$, the second condition gives $u_{Si}\geq e_i/x_i$. The elemental window is thus $e_i/x_i\leq u_{Si}\leq0$. It is the full answer when $i$ is the sole compound and $e_i<0$; other compounds can only narrow it.

## When the interval exists, and which phases set it

Suppose an allowed $s$ exists. Take any mixture with phase fractions $w_j\geq0$, $\sum_jw_j=1$, and mean composition $\sum_jw_jx_j=x_i$. Averaging the tangent inequality gives

$$\sum_jw_je_j\geq e_i+s\sum_jw_j(x_j-x_i)=e_i.$$

No mixture lies below compound $i$, so it is on the lower convex hull.

Conversely, suppose $s_{lo}>s_{hi}$, with the two extreme slopes reached at phases $L$ and $R$. Write $p=x_i-x_L$ and $q=x_R-x_i$, both positive. Multiplying $(e_i-e_L)/p>(e_R-e_i)/q$ by $pq$ and collecting terms gives

$$e_i>\frac{qe_L+pe_R}{p+q}.$$

The right side is the energy of a mixture of $L$ and $R$ with composition $x_i$, so compound $i$ decomposes. Together with the polymorph condition, a non-empty interval is equivalent to lying on the hull.

For a stable compound, set $s=s_{lo}$. The line then touches both $i$ and $L$ and lies above no phase, so $L$ is also on the hull. If several phases touch the line, take the nearest as $L$. The same reasoning at $s_{hi}$ selects $R$. Only these adjacent hull phases set the limits.

Neighbouring stable compounds share an endpoint, because the line through both has one value at $x=1$. Moving $u_{Si}$ through that value exchanges one stable phase for the other. If $s_{lo}=s_{hi}$, compound $i$ lies on the line joining its neighbours, and all three coexist at a single potential.

## The endpoints as energies of silicon transfer

Divide $(1-x)u_M+xu_{Si}=e$ by $1-x$. With $y=x/(1-x)$ silicon atoms per metal atom and $f=e/(1-x)$ the formation energy per metal atom,

$$u_M+yu_{Si}=f.$$

Two coexisting compounds obey this with the same potentials. Subtracting one equation from the other removes $u_M$:

$$u_{Si}=\frac{f_j-f_i}{y_j-y_i}.$$

An endpoint between two compounds is therefore the energy change per silicon atom added at fixed metal content. The metal reference cancels: replacing $E_M$ by $E_M+\Delta$ shifts both $f$ values by $-\Delta$. An error in the elemental metal energy leaves this endpoint alone as long as both compounds stay on the hull, although it does move an endpoint shared with pure metal. The silicon reference does not cancel: replacing $E_{Si}$ by $E_{Si}+\Delta$ shifts each $f$ by $-y\Delta$ and the endpoint by $-\Delta$, while an endpoint shared with pure silicon stays at zero. The width of the most silicon-rich stable compound therefore changes by $\Delta$ while it remains stable.

The same result follows for a closed mixture of $N_M$ metal and $N_{Si}$ silicon atoms. Summing the inequalities over its phases shows that its formation energy is at least $N_Mu_M+N_{Si}u_{Si}$ for any allowed pair of potentials. A mixture of $i$ and $R$ reaches this bound at $s=s_{hi}$. A little silicon added to pure compound $i$ produces such a mixture, so the upper endpoint is the derivative of the least energy with respect to added silicon. Removing silicon produces $i$ and $L$, and gives the lower endpoint.

These derivatives were computed by direct minimisation over mixtures in random systems, with formation energies scattered about a convex curve. For the 178 compounds found stable, the largest difference from the slope formula was $1.6\times10^{-12}$ eV. The other 102 compounds were unstable by both criteria.

## Width and sensitivity

Define $D$ as the depth of compound $i$ below the chord joining its hull neighbours:

$$D=\frac{qe_L+pe_R}{p+q}-e_i.$$

The difference of the limiting slopes is

$$s_{hi}-s_{lo}=\frac{e_R-e_i}{q}-\frac{e_i-e_L}{p}
=\frac{pe_R+qe_L-(p+q)e_i}{pq}
=\frac{p+q}{pq}D.$$

The width in silicon potential is therefore

$$W=(1-x_i)\frac{p+q}{pq}D.$$

Raising $e_i$ alone by $\delta$ lowers $D$ by $\delta$ and reduces $W$ by the geometric factor times $\delta$, as long as $L$ and $R$ still bind and the interval remains open. Closely spaced compositions make this factor large.

$D$ need not equal the energy of decomposition into the best remaining phases. Removing $i$ from the list can expose a phase that was previously above the hull. The width formula needs the chord between the original neighbours.

## Worked example

Consider a model metal M with round formation energies of $-0.39$, $-0.50$, $-0.45$ and $-0.31$ eV/atom for M$_3$Si, M$_2$Si, MSi and MSi$_2$. A trial compound M$_2$Si$_3$ has $-0.35$ eV/atom.

For MSi the binding neighbours are M$_2$Si and MSi$_2$:

$$s_{lo}=\frac{-0.45+0.50}{1/2-1/3}=0.30\ \text{eV},\qquad
s_{hi}=\frac{-0.31+0.45}{2/3-1/2}=0.84\ \text{eV}.$$

The endpoints are $-0.45+0.5(0.30)=-0.30$ eV and $-0.45+0.5(0.84)=-0.03$ eV. All the stable intervals are:

| Phase | $u_{Si}$ (eV) | Width (eV) |
|---|---:|---:|
| M$_3$Si | $-1.56$ to $-1.38$ | 0.18 |
| M$_2$Si | $-1.38$ to $-0.30$ | 1.08 |
| MSi | $-0.30$ to $-0.03$ | 0.27 |
| MSi$_2$ | $-0.03$ to $0$ | 0.03 |

The elements alone would have allowed $-0.90$ to $0$ eV for MSi. A silicon-vacancy energy scanned over that window would vary by 0.90 eV instead of 0.27 eV, mostly at potentials where another silicide is stable.

M$_2$Si$_3$ has $s_{lo}=1.00$ eV and $s_{hi}=0.60$ eV. Its interval is empty, and it lies 16 meV/atom above the hull. It still affects the decomposition energy of MSi. The depth of MSi below the M$_2$Si–MSi$_2$ chord is 45 meV/atom, and the factor $0.5(1/3)/(1/6)^2=6$ gives the correct width, 0.27 eV. With MSi removed, M$_2$Si$_3$ becomes a decomposition product and the decomposition energy is 43.75 meV/atom. Using that number for $D$ would give too small a width.

The polymorph condition matters too. A second form of MSi at $-0.43$ eV/atom, compared only with phases of other compositions, has slopes 0.42 and 0.72 eV and seems stable. It is nevertheless 20 meV/atom above the lower form and must be rejected.

For MSi$_2$ the neighbours are MSi and silicon. The chord energy at $x=2/3$ is $(2/3)(-0.45)=-0.30$ eV/atom, so $D=10$ meV/atom. The geometric factor is

$$\frac13\,\frac{1/2}{(1/6)(1/3)}=3,$$

and the width is 30 meV. This is also the energy released per formula unit by MSi + Si → MSi$_2$, since the product has three atoms, each 10 meV below the chord. An error of $+10$ meV/atom in the MSi$_2$ energy alone would close the interval.

A missing competitor can matter as much as an energy error. Add M$_3$Si$_2$ at $-0.49$ eV/atom, with all other energies fixed. The lower slope for MSi becomes $(-0.45+0.49)/(0.50-0.40)=0.40$ eV, and its lower endpoint rises from $-0.30$ to $-0.25$ eV. The upper endpoint of M$_2$Si falls from $-0.30$ to $-0.40$ eV. The new compound occupies the gap.

If the model energies are treated as free energies at 1000 K, the silicon activity relative to solid silicon is $a_{Si}=\exp(u_{Si}/k_BT)$, with $k_BT=0.0862$ eV. MSi is stable for activities from 0.031 to 0.71, and MSi$_2$ from 0.71 to 1. Contact with solid silicon fixes $a_{Si}=1$, the upper end of the MSi$_2$ interval.

## Effects comparable with a narrow interval

The following estimates shift the energy of MSi$_2$ alone and keep its neighbours fixed. The inputs are rough: an atomic density $n=7.5\times10^{22}$ cm$^{-3}$ and a temperature of 1000 K where temperature enters.

**Reaction entropy.** Let the entropy of MSi$_2$ differ from that of the MSi + Si mixture by $0.1k_B$ per atom. The free-energy shift is 8.6 meV/atom, and the width changes by 26 meV. A lower entropy for MSi$_2$ nearly closes the 30 meV interval; a higher one widens it. A deficit of $0.116k_B$ per atom cancels the depth.

**Small particles.** A sphere of radius $r$ has area $A=4\pi r^2$ and contains $N=4\pi r^3n/3$ atoms. With a constant surface energy $\gamma$, adding atoms to it costs $\gamma\,dA/dN=2\gamma/(nr)$ per atom. For $\gamma=1$ J/m$^2$ and $r=20$ nm this is 8.3 meV/atom, reducing the width by 25 meV. At $r=16.6$ nm it cancels the depth. This radius is a maximum of the total energy of a particle forming from MSi + Si: a smaller particle lowers the energy by shrinking, a larger one by growing. These values concern growth of an existing particle. Forming the whole particle costs $\gamma A/N=3\gamma/(nr)$ per atom, which is 12.5 meV at 20 nm and equals the depth at 25 nm.

**A thin film.** If conversion to MSi$_2$ raises the total interface energy by 0.5 J/m$^2$, a film 20 nm thick pays an average of 2.1 meV/atom, about a fifth of the depth, or 6.2 meV of width if this average is treated as a shift of the MSi$_2$ energy. This concerns conversion of the whole film. Thickening an existing flat film creates no new interface area and does not pay this cost again, so on the growth basis used for the particle the width is unchanged.

**Misfit strain.** Equal in-plane strains $\epsilon$ store an energy $B\epsilon^2$ per volume, where $B$ is the biaxial modulus. For $B=200$ GPa and $\epsilon=0.5\%$, the cost is 0.42 meV/atom and the width falls by 1.2 meV.

**Point defects.** Let $E_d$ be the energy of one defect, with any exchanged atoms counted at their reservoir potentials. For independent defects at a small fraction $c$ per site, the free-energy change per site is $cE_d+k_BT(c\ln c-c)$. Setting its derivative to zero gives $c=\exp(-E_d/k_BT)$ and a lowering of $k_BTc$. With $E_d=1$ eV and one site per atom, $c=9\times10^{-6}$ and the lowering is about $8\times10^{-4}$ meV/atom. The fixed-composition assumption is adequate for this defect energy, but not for a compound with low-energy defects.

Entropy and curvature are each nearly as large as the depth. If both are unfavourable, their sum of about 17 meV/atom exceeds 10 meV/atom and the interval vanishes. At 1000 K, a static-energy calculation alone cannot settle the stability of such a shallow phase.

## Relation to nickel silicide contacts

The example energies lie in the rough regime of nickel silicides, but they are not a thermodynamic table for nickel. The real system has further compounds, including Ni$_3$Si$_2$, whose effect depends on its actual energy. Nickel monosilicide can serve as a contact on silicon even though the disilicide is the equilibrium phase next to silicon, because nucleation of the disilicide is slow at ordinary processing temperatures. Such a contact breaks the assumption of full equilibrium: silicon sets $u_{Si}=0$, which is 0.03 eV beyond the upper limit of MSi in this model. The interval gives the direction of the reaction, not its rate.

Nor does it guarantee a continuous film. A film can break into islands of the same compound and lower its total surface and interface energy without changing $x$. The tangent inequalities contain no shape variable, so agglomeration needs a separate calculation.

## Implementation

1. Compute all phases, including polymorphs and both elemental solids, with consistent settings, and convert to formation energies per atom.
2. Reject any phase with a lower polymorph. For each remaining compound, find $s_{lo}$ and $s_{hi}$ over the full list, and reject it if $s_{lo}>s_{hi}$.
3. Convert the slopes to limits on $u_{Si}$ and $u_M$, and use the two potentials as a linked pair.
4. Record the binding neighbours, $D$ and the geometric factor. Record also the decomposition energy into the best remaining phases, polymorphs included. It is the rise in $e_i$ alone that makes the phase unstable, and it is never larger than $D$, because the mixture of $L$ and $R$ is one of the options. For MSi with the second form at $-0.43$ eV/atom in the list it is 20 meV/atom, against $D=45$ meV/atom. If plausible energy errors or free-energy corrections are comparable with this decomposition energy, report the phase as unresolved at that level of calculation.

The numerical output gives some of these values to more digits.

## Values computed for the example and the checks

```
Model inputs: x_Si, formation energy (eV/atom)
  M3Si  0.2500 -0.390
  M2Si  0.3333 -0.500
  MSi   0.5000 -0.450
  M2Si3 0.6000 -0.350
  MSi2  0.6667 -0.310
Slopes s_lo, s_hi (eV)
  M3Si  -1.560 -1.320 stable
  M2Si  -1.320 0.300 stable
  MSi   0.300 0.840 stable
  M2Si3 1.000 0.600 empty
  MSi2  0.840 0.930 stable
Intervals: u_Si low, high; u_M low, high; width in u_Si (eV)
  M3Si  -1.560 -1.380; -0.060 0.000; 0.180
  M2Si  -1.380 -0.300; -0.600 -0.060; 1.080
  MSi   -0.300 -0.030; -0.870 -0.600; 0.270
  MSi2  -0.030 0.000; -0.930 -0.870; 0.030
MSi window from elements alone: -0.900 to 0 eV
M2Si3 height above hull: 16.00 meV/atom
MSi/MSi2 coexistence, metal-normalised: -0.030 eV
MSi depth below neighbour chord: 45.00 meV/atom
MSi decomposition energy: 43.75 meV/atom
Trial MSi polymorph: -0.430 eV/atom, slopes 0.420, 0.720 eV
Its excess over the lower form: 20.0 meV/atom
Added M3Si2 energy: -0.490 eV/atom
  M2Si u_Si then: -1.380 to -0.400 eV
  MSi u_Si then: -0.250 to -0.030 eV
Temperature: 1000 K; kT: 0.08617 eV
  MSi silicon activity: 0.0308 to 0.7060
  MSi2 silicon activity: 0.7060 to 1.0000
MSi2 depth: 10.00 meV/atom; width/depth factor: 3.00
Rough inputs: density 7.50e+22 cm^-3, entropy 0.1 k_B/atom
  surface 1.0 J/m2, radius 20 nm
  interface 0.5 J/m2, film 20 nm
  modulus 200 GPa, misfit 0.5 %, defect 1.0 eV
Neglected effects: energy size (meV/atom), width change (meV)
  entropy (either sign): 8.62, 25.9
  particle curvature: 8.32, 25
  film interfaces: 2.08, 6.24
  misfit strain: 0.416, 1.25
  point defects: 0.000786, 0.00236
Entropy that cancels depth: 0.116 k_B/atom
Radius at which curvature cancels depth: 16.6 nm
Defect fraction estimate: 9.12e-06 per site
Random compounds tested: 178 stable, 102 unstable
Largest random edge error: 1.6e-12 eV
```
